# Auger coefficients for many gap corrections from one mismatch histogram

## Definitions and conventions

Hartree atomic units are used in the derivation ($\hbar=m_0=e=1$); the example is in eV and cm$^6$/s. In direct eeh Auger recombination, conduction electrons 1 and 2 collide. One fills an empty valence state 3, and the other goes to a high conduction state 4, with $\mathbf k_4=\mathbf k_1+\mathbf k_2-\mathbf k_3$. Umklapp terms are left out.

Let $\varepsilon_i$ be the uncorrected band energies. The energy mismatch is
$$D=\varepsilon_1+\varepsilon_2-\varepsilon_3-\varepsilon_4 .$$
A rigid gap correction $\Delta$ raises every conduction energy by the same amount and leaves the valence energies alone. Electron and hole densities are $n$ and $p$, and $f_i$ is the occupation of state $i$ by an electron of one spin. If $R$ is the number of recombination events per volume and time, without subtracting the reverse process, the coefficient is $C=R/(n^2p)$.

A kernel $g_\sigma(x)$ is a symmetric function of unit area that replaces $\delta(x)$. For a Gaussian, $\sigma$ is its standard deviation.

## Three transitions by hand

Take an arbitrary energy unit, a valence top at 0 and a conduction edge at 2. Electrons 1 and 2 sit at the edge, so $\varepsilon_1+\varepsilon_2=4$. Three transitions have these weights $w$, which contain everything except energy conservation:

- A: $\varepsilon_3=0$, $\varepsilon_4=5.5$, so $D=-1.5$; $w=2$.
- B: $\varepsilon_3=-1$, $\varepsilon_4=5$, so $D=0$; $w=8$.
- C: $\varepsilon_3=-1$, $\varepsilon_4=7$, so $D=-2$; $w=1$.

Now raise the conduction band by $\Delta=2$. For A the new mismatch is $4+4-0-7.5=0.5$, which is $D+2$. Two initial energies rose and one final energy rose, so one $\Delta$ remains. B and C move to 2 and 0.

Use the kernel $g(x)=\frac38(1-x^2/4)$ for $|x|\le2$, zero outside. Its area is $\frac38(4-\frac43)=1$. The direct sum at $\Delta=2$ is
$$2g(0.5)+8g(2)+g(0)=2\cdot\tfrac{45}{128}+0+\tfrac38=\tfrac{69}{64}.$$

Next put the weights on nodes at integer energies. An event between two nodes is shared linearly. A lies halfway between $-2$ and $-1$ and gives 1 to each; B and C lie on nodes. Hence $H(-2)=2$, $H(-1)=1$, $H(0)=8$, and
$$\Delta=2:\quad 2g(0)+1g(1)+8g(2)=\tfrac34+\tfrac9{32}=\tfrac{33}{32}.$$
The same three numbers serve the uncorrected gap:
$$\Delta=0:\quad 2g(-2)+1g(-1)+8g(0)=\tfrac9{32}+3=\tfrac{105}{32},$$
against a direct sum $2g(-1.5)+8g(0)+g(-2)=\frac{21}{64}+3=\frac{213}{64}$. Both histogram results are low by $\frac3{64}$. This comes from A, the one event off the nodes.

Two lessons follow. If transitions with $|D|>1$ had been discarded at the start, B alone would survive, and the result at $\Delta=2$ would be zero. And if the kernel is narrowed to $\frac34(1-x^2)$ on $|x|\le1$, the direct sum at $\Delta=2$ is $2\cdot\frac9{16}+\frac34=\frac{15}8$, while the histogram gives $2\cdot\frac34=\frac32$, which is 20% low. Bins must be narrow compared with the kernel.

## The weights

Fermi's golden rule sums over distinct initial pairs. Summing over both labels 1 and 2 counts each pair twice, which a factor $\frac12$ removes. States 3 and 4 belong to different bands and need no such factor.

Let $M_d$ be the Coulomb matrix element for $1\to3$, $2\to4$, and $M_x$ that for $1\to4$, $2\to3$. The interaction conserves each electron's spin, so the antisymmetrized element is
$$M_d\,\delta_{\sigma_1\sigma_3}\delta_{\sigma_2\sigma_4}-M_x\,\delta_{\sigma_1\sigma_4}\delta_{\sigma_2\sigma_3}.$$
For parallel initial spins both terms contribute, giving $|M_d-M_x|^2$, in two cases. For opposite spins the two final spin arrangements are distinct and give $|M_d|^2$ and $|M_x|^2$, again in two cases. The spin sum is therefore twice
$$|M_d-M_x|^2+|M_d|^2+|M_x|^2 ,$$
and this 2 cancels the $\frac12$.

Each matrix element scales as $1/V$, with $V$ the crystal volume. Define $S$ as $V^2$ times the last expression, summed over the valence bands of state 3. The three free momentum sums give $V^3/(2\pi)^9$ times integrals. Dividing the total rate by $V$ leaves
$$R=2\pi\!\int\!\frac{d^3k_1d^3k_2d^3k_3}{(2\pi)^9}\,f_1f_2(1-f_3)(1-f_4)\,S\,\delta(D).$$
If the valence bands differ in energy, $1-f_3$, $1-f_4$ and $\delta(D)$ stand inside the band sum, and each band gives a separate event.

Replace the integral by points $i$ with quadrature weights $q_i$. These are cell volumes on a grid, or the inverse sampling density divided by the number of points in random sampling. Then
$$C=\sum_iw_i\,\delta(D_i),\qquad w_i=\frac{2\pi\,q_i}{(2\pi)^9n^2p}\,[f_1f_2(1-f_3)(1-f_4)S]_i .$$
Since $\delta(D)$ has the dimension of inverse energy, $w_i$ has that of $C$ times energy.

## Why the correction moves only the mismatch

Let $P_c$ project on the conduction states at a given $\mathbf k$. The corrected Hamiltonian is $H+\Delta P_c$. For a conduction eigenstate, $(H+\Delta P_c)|c\rangle=(\varepsilon_c+\Delta)|c\rangle$; for a valence state, $P_c|v\rangle=0$ and nothing changes. The eigenvectors are the old ones. If the screened interaction is also held fixed, $S$ is unchanged.

The occupations need one more condition. At fixed density and temperature the electron quasi-Fermi level $\mu_c$ must reproduce the same $n$. Since $f$ depends on $\varepsilon-\mu_c$, the choice $\mu_c\to\mu_c+\Delta$ does so, and because $n$ increases steadily with $\mu_c$ there is no other solution. All $f_i$ keep their values. The mismatch becomes
$$(\varepsilon_1+\Delta)+(\varepsilon_2+\Delta)-\varepsilon_3-(\varepsilon_4+\Delta)=D+\Delta .$$
Hence, for every rigid correction,
$$C(\Delta)=\sum_iw_i\,\delta(D_i+\Delta).$$

For the hhe process, one conduction electron and one deep valence electron fill two hole states near the valence top. One initial energy rises and no final one does, so the mismatch again moves by $+\Delta$. That process has its own weights and is normalized by $np^2$.

The argument fails where $\Delta$ enters elsewhere. A phonon-assisted amplitude contains energy denominators, and one between a valence and a conduction state changes with $\Delta$. A $\mathbf k$-dependent correction moves different events by different amounts. A new density or temperature changes the occupations and requires new weights, although the screened matrix elements can be reused if screening is kept fixed.

## The error made by binning

Let the nodes be $E_j$ with spacing $b$. An event at $D=E_j+tb$, $0\le t<1$, gives $(1-t)w$ to node $j$ and $tw$ to node $j+1$. The coefficient is then
$$C(\Delta,\sigma)\simeq\sum_jH_j\,g_\sigma(E_j+\Delta).$$

For one event this replaces $g(x)$, at $x=D+\Delta$, by the straight line $L(x)$ through its values at $x_j=E_j+\Delta$ and $x_j+b$. To find the error, choose $\kappa$ such that
$$\varphi(y)=L(y)-g(y)-\kappa(y-x_j)(x_j+b-y)$$
vanishes at $y=x$. It also vanishes at both nodes. Between three zeros $\varphi'$ has two zeros, and between those $\varphi''$ has one, at some $\xi$. Since $L''=0$ and the last term contributes $+2\kappa$, we get $\kappa=g''(\xi)/2$, so
$$L(x)-g(x)=\tfrac12t(1-t)b^2g''(\xi).$$

Because $t(1-t)\le\frac14$, the total error is at most $\frac{b^2}8\max|g''|\sum_iw_i$. For a Gaussian, $g''=(x^2/\sigma^4-1/\sigma^2)g$, largest in magnitude at $x=0$, where $|g''|=1/(\sigma^3\sqrt{2\pi})$. In the hand example $|g''|=\frac3{16}$, $b=1$, and A has weight 2: $\frac18\cdot\frac3{16}\cdot2=\frac3{64}$, the error found.

This bound allows no cancellation. If events fill each bin smoothly and $b$ is small compared with $\sigma$, the average of $t(1-t)$ is $\int_0^1t(1-t)\,dt=\frac16$. The mean error per event is $\frac12(b^2/6)g''$, which is the effect of adding $b^2/6$ to the kernel's variance. The expected relative error of $C$ is therefore $(b^2/12)\,C''/C$, with primes for derivatives with respect to $\Delta$.

## What a broadening test measures

Assume that in the limit of a dense list $C(\Delta,0)$ is a smooth function over the range of gaps considered. Average it over a symmetric spread of gap corrections:
$$\int g_\sigma(x)\,C(\Delta+x,0)\,dx=\sum_iw_i\!\int g_\sigma(x)\,\delta(D_i+\Delta+x)\,dx=\sum_iw_i\,g_\sigma(D_i+\Delta).$$
The delta function sets $x=-(D_i+\Delta)$, and symmetry removes the sign. Broadening the delta function is thus the same as averaging the sharp coefficient over gaps.

For a Gaussian, whose second and fourth moments are $\sigma^2$ and $3\sigma^4$, a Taylor expansion gives
$$C(\Delta,\sigma)=C+\frac{\sigma^2}2C''+\frac{\sigma^4}8C''''+\dots$$
A coefficient that falls roughly exponentially with the gap has $C''>0$, so broadening raises it. The combination
$$2C(\Delta,\sigma)-C(\Delta,\sqrt2\,\sigma)=C-\frac{\sigma^4}4C''''+\dots$$
removes the leading bias: twice $\sigma^2/2$ minus $2\sigma^2/2$ is zero. The price is more sampling noise than in $C(\Delta,\sigma)$ itself. If the weights and the density of events vary little across the kernel, the variance is proportional to the integral of the squared kernel. With $\int g_ag_b\,dx=1/\sqrt{2\pi(a^2+b^2)}$, this integral for $2g_\sigma-g_{\sqrt2\sigma}$ is $4-4\sqrt{2/3}+\sqrt{1/2}\approx1.44$ times that for $g_\sigma$, so the noise is about 20% larger.

A Lorentzian of half width $\gamma$ behaves differently. Its tail falls as $\gamma/(\pi x^2)$, its second moment is infinite, and the expansion does not apply. It collects strength far from energy conservation.

## A second road without bins

The delta function can also be removed analytically. Write $\mathbf k_3=k_3\hat{\mathbf n}$ and hold $\mathbf k_1$, $\mathbf k_2$, $\hat{\mathbf n}$ fixed. With $F(k_3)=D+\Delta$ and a single root $k_3^*$,
$$\int k_3^2\,dk_3\,A(k_3)\,\delta(F)=\frac{k_3^{*2}A(k_3^*)}{|\partial F/\partial k_3|_{k_3^*}},$$
where $A$ is the rest of the integrand. This needs new roots and new matrix elements for each $\Delta$, so it is a check rather than a replacement. It is called the energy-shell result below. If there are several roots, each adds such a term. In the example below a second root lies at $k_3\gtrsim0.24$ bohr$^{-1}$, where the hole is about 2 eV deep and its occupation is negligible, so it is left out.

## The general procedure

1. Fix $n$, $p$, temperature and screening. Find the quasi-Fermi levels in the uncorrected bands.
2. Choose the range $\Delta_{\min}$ to $\Delta_{\max}$ and the widest Gaussian, $\sigma_{\max}$. From band energies alone, list transitions with $-\Delta_{\max}-5\sigma_{\max}\le D\le-\Delta_{\min}+5\sigma_{\max}$. A kernel with long tails needs a wider window.
3. Compute $S$ for this list, form $w_i$, and share each weight between two nodes. Choose $b$ well below the smallest $\sigma$.
4. For each $\Delta$ and kernel, sum $H_jg_\sigma(E_j+\Delta)$.
5. Look for a range of $\sigma$ in which noise and smoothing bias are both acceptable, or extrapolate.

## A narrow-gap example

The example uses a spinless s, p$_x$, p$_y$, p$_z$ Hamiltonian, with spin restored by the sum above:
$$H=\begin{pmatrix}E_g+k^2/2&P\mathbf k^T\\P\mathbf k&-(k^2/2m_h)\,I_3\end{pmatrix}.$$
The coupling $P$ mixes s with the p orbital along $\mathbf k$. The two transverse p states are heavy-hole bands of mass $m_h=0.41$. State 3 is taken from these. The interaction between cell-periodic states is $4\pi/[\epsilon(q^2+\lambda^2)]$ times their overlaps, with $q$ the transferred wavevector, $\epsilon=12.3$ and carrier screening $\lambda=0.10$ nm$^{-1}$.

The starting gap is 0.25 eV and the target correction 0.10 eV. With $2P^2=14$ eV, 300 K and $n=p=10^{17}$ cm$^{-3}$, the electron Fermi level lies 13 meV above the band edge, so the electrons are treated with Fermi statistics and not in the Boltzmann limit.

The list has 600,000 random transitions. With 2 meV bins it becomes 819 nodes, so each new gap or kernel costs 819 kernel evaluations instead of 600,000. As a test of the rigid-shift argument, the first 4000 transitions were recomputed at corrections of 0.05, 0.10 and 0.20 eV by diagonalizing $H+\Delta P_c$ and solving for new Fermi levels. The sums agreed with the stored weights to a relative $4\times10^{-15}$.

The extrapolated histogram, from $\sigma=15$ meV, and the energy-shell result are, in $10^{-27}$ cm$^6$/s:

| $\Delta$ (eV) | histogram | energy shell |
|---|---|---|
| 0 | 4.22 | 4.22 |
| 0.05 | 2.23 | 2.24 |
| 0.10 | 1.16 | 1.15 |
| 0.15 | 0.568 | 0.568 |
| 0.20 | 0.265 | 0.265 |

The differences are within the sampling errors, below 1% for each entry. A correction of 0.20 eV lowers $C$ by a factor of 16. Near the target the logarithmic slope is $\ln(2.24/0.568)/0.10\approx14$ per eV, so a 10 meV error in the gap changes $C$ by about 14%.

The curvature follows from the same table:
$$\frac{C''}C\approx\frac{2.24-2(1.15)+0.568}{(0.05)^2(1.15)}\approx180\ \text{eV}^{-2}.$$
For $\sigma=20$ meV the predicted bias is $\frac12(0.02)^2(180)\approx4\%$; the histogram gives $1.196\times10^{-27}$ cm$^6$/s, 4% above the sharp 1.151. At 40 meV it gives 1.319, and averaging energy-shell results over a 40 meV Gaussian spread of gaps gives 1.317. At 5 and 10 meV both values are 1.170, with sampling errors near 1%. A Lorentzian of half width 10 meV gives 1.632, which is 42% above the sharp result.

The binning estimate for $b=10$ meV is $(0.01)^2(180)/12\approx1.5\times10^{-3}$. At $\sigma=20$ meV the error relative to the unbinned sum is $1.3\times10^{-3}$. The rigorous bound, 7.4 in the same relative measure, is true but far too loose to guide the choice. At 2 meV the error is $5\times10^{-5}$. At 40 meV it is 1.1%, about half the estimate. The condition $b\ll\sigma$ no longer holds there, and the error depends on where the nodes happen to fall under the kernel.

Filtering matters more. Keeping only $|D|<60$ meV before applying the 0.10 eV correction retains 4.1% of $C$ at $\sigma=20$ meV. The proper window for corrections up to 0.20 eV and $\sigma_{\max}=20$ meV contains 66% of this list (86% for 40 meV), which was already sampled near the useful region; the saving in matrix elements is modest here.

## Comparison with a real material

The model is a rough stand-in for InAs, with a corrected gap of 0.35 eV. Its $2P^2$ is not the Kane energy of InAs, which is larger, but an effective value that gives about the right edge mass at this gap without spin-orbit coupling or remote bands. The result, $1.15\times10^{-27}$ cm$^6$/s, is a property of this model and is not fitted to or validated against a measured coefficient. The corresponding lifetime is $1/(Cn^2)=1/(1.15\times10^{-27}\cdot10^{34})$ s, or 87 ns. The coefficient itself depends on density once the electrons are degenerate: with screening recomputed it is the same within 1% at $n=p=10^{16}$ cm$^{-3}$ but 28% lower at $10^{18}$ cm$^{-3}$.

The weakest assumption tested is rigidity. Second-order perturbation theory gives a conduction energy $E_g+k^2/2+P^2k^2/E_g$, hence an edge mass $1/m=1+2P^2/E_g$. At the starting gap $1/m=1+14/0.25=57$, or $m=0.0175$, and the rigid shift keeps it. This is too light for InAs, where roughly 0.025 is typical. Putting 0.35 eV into $H$ itself gives $m=0.0244$ and changes the overlaps as well; $C$ then falls to 0.57 of its rigid value. A correct gap does not repair wrong masses and overlaps in the starting band structure, and here their joint effect equals that of a gap error of about 40 meV.

The other changes were made one at a time, with the densities and the rigid correction held fixed. A heavy-hole mass of 0.60, a crude measure of anisotropy, raises $C$ by 23%. Since $m_h$ stands on all three p diagonals of $H$, this also alters the conduction and light-hole bands; changing the two transverse bands alone raises $C$ by 18%. Removing carrier screening raises it by 4%. Going to 350 K raises it by 3% at fixed gap; the thermal reduction of a real gap comes on top and can be read from the histogram as a change of $\Delta$, with weights made for 350 K. In this model light holes are absent from state 3 for a reason: for wavevectors of 1, 2 and the hole up to 0.06 bohr$^{-1}$, their smallest corrected mismatch $D+\Delta$ at $\Delta=0.10$ eV in a collinear scan is $+0.195$ eV, so energy cannot be conserved on the scanned points. This reason does not carry over to InAs, where spin-orbit coupling flattens the light-hole band at larger $k$. With a splitting of 0.39 eV added to the model, the light-hole channel can conserve energy, but only above a summed carrier energy of about 0.3 eV, against about 0.05 eV for heavy holes. It is then suppressed by occupation rather than forbidden.

The hot electron lies on average 0.51 eV above the band edge. This is below the higher conduction valleys of InAs, roughly 0.7 eV up, but not by enough to make a model with one valley safe for larger gaps. Spin-orbit coupling, hhe and phonon-assisted recombination, and dynamic screening are not sized here. In InAs the spin-orbit splitting is close to the gap, which can make hhe recombination important, so the number above is an eeh coefficient of this model and not the total Auger coefficient of a device. The numerical output lists the remaining inputs and sampling errors.

## Computed values

```
starting gap 0.25 eV, target correction 0.10 eV
Kane energy 2P^2 14.0 eV, heavy-hole mass 0.41 m0
dielectric constant 12.3, temperature 300 K
n = p = 1.0e+17 cm^-3, thermal energy 25.85 meV
electron Fermi level above band edge 13.1 meV
hole Fermi level above valence top 126.3 meV
screening wavevector 0.100 1/nm
transitions in list 600000, histogram nodes 819
bin width 2 meV
mismatch range -0.91 to 0.72 eV
fresh diagonalization vs stored list, worst rel. diff 4.0e-15
C in cm^6/s: hist = 20 meV Gaussian, lim = extrapolated to zero width
shift 0.00 eV: hist 4.352e-27, lim 4.220e-27 +- 3e-29, shell 4.219e-27 +- 1e-29
shift 0.05 eV: hist 2.308e-27, lim 2.233e-27 +- 1e-29, shell 2.239e-27 +- 8e-30
shift 0.10 eV: hist 1.196e-27, lim 1.159e-27 +- 8e-30, shell 1.151e-27 +- 5e-30
shift 0.15 eV: hist 5.910e-28, lim 5.683e-28 +- 4e-30, shell 5.675e-28 +- 2e-30
shift 0.20 eV: hist 2.776e-28, lim 2.653e-28 +- 2e-30, shell 2.653e-28 +- 1e-30
Gaussian broadening tests at shift 0.10 eV:
sigma 5 meV: C 1.170e-27 +- 1e-29 cm^6/s
sigma 10 meV: C 1.170e-27 +- 8e-30 cm^6/s
sigma 20 meV: C 1.196e-27 +- 6e-30 cm^6/s
sigma 40 meV: C 1.319e-27 +- 4e-30 cm^6/s
shell C averaged over 40 meV gap spread 1.317e-27 cm^6/s
Lorentzian, half width 10 meV: C 1.632e-27 cm^6/s
bin 2 meV, sigma 20 meV: rel. error 5.1e-05, bound 3.0e-01
bin 10 meV, sigma 20 meV: rel. error 1.3e-03, bound 7.4e+00
bin 40 meV, sigma 20 meV: rel. error 1.1e-02, bound 1.2e+02
exponential test: excess 1.340 %, b^2/6 rule 1.333 %
share of list needed for shifts 0 to 0.20 eV 65.8 %
C kept if list is cut at 60 meV before the shift 4.1 %
mean hot-electron energy above band edge 0.510 eV
mean energy of the hole used 50 meV
Auger lifetime 1/(C n^2) at target 86.9 ns
neglected effects, sharp C at the 0.35 eV gap:
rigid shift 1.151e-27 cm^6/s, edge mass 0.0175 m0
gap opened in Hamiltonian 6.606e-28 cm^6/s, edge mass 0.0244 m0
ratio opened/rigid 0.574
ratio for heavy-hole mass 0.60 m0 1.227
ratio for 350 K 1.032
ratio without carrier screening 1.036
smallest light-hole mismatch in scan 0.195 eV
```
